First-order singles and the second-order energy of an ROHF reference

**What symmetry fixes in advance**

Let Φ be a single determinant, an eigenfunction of a one-electron Hamiltonian H0, and let V = H − H0 be the perturbation. The second-order energy is built from products of two matrix elements of V, one taking Φ to an excited determinant and one returning to Φ. Such a product has the dimension energy squared, so it must be divided by one energy. The energy supplied by H0 is the excitation energy of the determinant visited.

Write I, J for occupied spin orbitals, A, B for virtual ones, and choose them so that H0 is diagonal with eigenvalues ε. The operator V reaches single excitations through an element f_IA and double excitations through ⟨IJ||AB⟩. The energy cannot depend on the arbitrary sign of any orbital. Changing the sign of I, or of A, reverses f_IA, so among the single-excitation elements f_IA can be paired only with itself. A product f_IA⟨JK||BC⟩ contains three occupied labels with J ≠ K. At least one orbital then occurs an odd number of times, and the product changes sign with it. Singles and doubles therefore cannot mix, and the expected form, which the derivations below confirm, is

E2 = −p Σ_IA f_IA²/(ε_A − ε_I) − q Σ_IJAB ⟨IJ||AB⟩²/(ε_A + ε_B − ε_I − ε_J).

It remains to find p and q, and to decide whether f_IA vanishes for a restricted open-shell Hartree-Fock (ROHF) determinant. Both questions are answered below in two ways.

**Setting and conventions**

The algebra is in atomic units, with real orbitals and a spin-free electronic Hamiltonian H. The determinant is high-spin: closed orbitals i, j hold two electrons, open orbitals t hold one α electron each, and orbitals a, b are empty. Both spins share the same spatial orbitals. Hence t is occupied for α and virtual for β. The labels p, q, r denote any spatial orbital.

Two-electron integrals are written

(pq|rs) = ∫∫ φ_p(1)φ_q(1) r₁₂⁻¹ φ_r(2)φ_s(2) d1 d2,

and ⟨PQ||RS⟩ is the antisymmetrized integral over spin orbitals, with P and R belonging to electron 1. The Fock matrices are

f^α_pq = h_pq + J_pq − Σ_j (pj|jq) − Σ_t (pt|tq),
f^β_pq = h_pq + J_pq − Σ_j (pj|jq),

where J is the Coulomb matrix of all electrons. An α electron has exchange with the open shell and a β electron has none.

**First derivation: orbital slopes and perturbation theory**

*The Fock blocks.* The energy of any determinant is

E = Σ_I h_II + ½ Σ_IJ ⟨IJ||IJ⟩.

Add a small amount x of spin orbital A to the occupied spin orbital I. The one-electron term changes by 2x h_AI. In the double sum, I occurs in four positions, each contributing x Σ_J ⟨AJ||IJ⟩, and the factor ½ leaves 2x Σ_J ⟨AJ||IJ⟩. Thus

dE/dx = 2[h_AI + Σ_J ⟨AJ||IJ⟩] = 2f_AI.

In ROHF the spatial orbitals are rotated, so both spins move together:

φ_p → φ_p + xφ_q,  φ_q → φ_q − xφ_p.

There are three kinds of rotation that change the energy.

- Closed-virtual: i is occupied for both spins and a for neither. The slope is 2(f^α_ai + f^β_ai).
- Closed-open: for α both orbitals are occupied, and the two changes, 2f^α_ti and −2f^α_it, cancel. For β only i is occupied. The slope is 2f^β_ti.
- Open-virtual: only the α electron in t takes part. The slope is 2f^α_at.

At ROHF convergence all slopes vanish:

f^α_ai + f^β_ai = 0,  f^β_ti = 0,  f^α_at = 0.

The first condition restricts a sum, not its two terms. Their difference follows from the definitions of the Fock matrices:

f^α_ai − f^β_ai = −K_ai,  K_ai = Σ_t (at|ti).

Adding and subtracting the two relations gives

f^α_ai = −½K_ai,  f^β_ai = +½K_ai.

So each occupied-virtual block has one part that survives, the closed-virtual part, and one that vanishes. The surviving part is also zero if there are no closed orbitals, or if every K_ai vanishes, for example by spatial symmetry. Otherwise it is nonzero at full convergence. Physically, exchange with the open shell acts on the α electron of a closed pair and not on its β partner. The two would relax differently, but the restriction to common orbitals balances their opposite tendencies instead of removing them.

*The zeroth-order problem.* Put the occupied-occupied and virtual-virtual blocks of both Fock matrices into H0:

H0 = Σ_IJ f_IJ I†J + Σ_AB f_AB A†B,  V = H − H0.

Here I†, A† create and J, B remove electrons. The occupied-virtual blocks are left in V. This choice gives "first order" its meaning below. It also makes Φ an eigenfunction of H0: the second sum finds no electron to remove, and in the first only I = J survives, since I is already filled. Therefore

H0Φ = E0Φ,  E0 = Σ_I f_II,  E0 + E1 = ⟨Φ|H|Φ⟩ = E_ROHF.

For each spin, rotations among occupied orbitals change Φ at most by a sign, and rotations among virtual orbitals do not change it at all. Neither changes the operator H0. We may thus diagonalize each block separately. The resulting semicanonical orbitals generally differ between α and β. In them,

H0Φ_I^A = (E0 + ε_A − ε_I)Φ_I^A,

and a double excitation costs ε_A + ε_B − ε_I − ε_J.

*The perturbation equations.* Insert Ψ = Φ + λΨ1 + λ²Ψ2 + … and E = E0 + λE1 + λ²E2 + … into (H0 + λV)Ψ = EΨ, with ⟨Φ|Ψ1⟩ = ⟨Φ|Ψ2⟩ = 0. The terms in λ and λ² are

(H0 − E0)Ψ1 = −(V − E1)Φ,
(H0 − E0)Ψ2 = −(V − E1)Ψ1 + E2Φ.

Project the second equation on Φ. Its left side vanishes because H0Φ = E0Φ, and the E1 term vanishes by orthogonality, so

E2 = ⟨Φ|V|Ψ1⟩.

Since H0 does not connect Φ to excited determinants, V may be replaced by H in these couplings. The Slater-Condon rules give

⟨Φ_I^A|H|Φ⟩ = h_AI + Σ_J ⟨AJ||IJ⟩ = f_AI,
⟨Φ_IJ^AB|H|Φ⟩ = ⟨AB||IJ⟩,

and zero for higher excitations, because H moves at most two electrons. Projecting the first-order equation on these determinants yields

t_I^A = −f_AI/(ε_A − ε_I),
t_IJ^AB = −⟨AB||IJ⟩/(ε_A + ε_B − ε_I − ε_J).

The singles are proportional to one power of V. They are first order, on the same footing as the doubles. The energy is the sum of coupling times amplitude over distinct determinants. For doubles this means I < J and A < B. An unrestricted sum counts each determinant four times, since exchanging I with J or A with B changes the signs of both integral and amplitude. Thus p = 1, q = ¼, and

E2 = −Σ_IA f_IA²/(ε_A − ε_I) − ¼ Σ_IJAB ⟨IJ||AB⟩²/(ε_A + ε_B − ε_I − ε_J).

For evaluation, the doubles separate into αα, ββ and αβ parts. The first two keep the form above. For opposite spins, one of the two terms in the antisymmetrized integral vanishes by spin, and the four equivalent label orders cancel the ¼:

E_αβ = −Σ (ia|jb)²/(ε_a + ε_b − ε_i − ε_j).

In this line alone, i and a run over all occupied and virtual α semicanonical orbitals, and j and b over the β ones.

**Second derivation: spin algebra and the coupled-cluster equations**

*The Fock blocks again.* This route does not use the difference of the Fock matrices. It starts from the raising operator

S₊ = Σ_p p†_α p_β.

Every β electron of Φ shares its orbital with an α electron, so S₊Φ = 0. Because H commutes with S₊, also S₊HΦ = 0. Consider the component of this equation along

X = a†_α i_β Φ.

To find which determinants S₊ can turn into X, reverse one spin flip: take an α electron of X whose orbital has no β electron and make it β. The orbital can be i, a or an open t. The relevant part of HΦ is therefore

c^α a†_α i_α Φ + c^β a†_β i_β Φ + Σ_t d_t a†_α t_α t†_β i_β Φ.

The commutators needed are

[S₊, a†_β] = a†_α,  [S₊, i_α] = −i_β,  [S₊, a†_α] = [S₊, i_β] = 0.

Together with S₊Φ = 0 they give

S₊ a†_α i_α Φ = −X,
S₊ a†_β i_β Φ = +X,
S₊ a†_α t_α t†_β i_β Φ = −a†_α t_β t†_β i_β Φ + a†_α t_α t†_α i_β Φ = −X.

In the last line t_β t†_β acts as unity because t is empty for β, and the second term is zero because t is already filled for α. Setting the coefficient of X to zero,

c^β − c^α = Σ_t d_t.

The coefficient d_t belongs to the double excitation t → a for α and i → t for β, so d_t = (at|ti) and the right side is K_ai. The singles coefficients are the matrix elements c^σ = ⟨Φ_i^a(σ)|H|Φ⟩.

The stationary condition supplies their sum. Let κ = Σ_σ(a†_σ i_σ − i†_σ a_σ), which generates the closed-virtual rotation. Since κ is antisymmetric,

d/dx ⟨Φ|e^{−xκ} H e^{xκ}|Φ⟩ at x = 0 equals 2⟨κΦ|H|Φ⟩ = 2(c^α + c^β) = 0.

Hence c^α = −½K_ai and c^β = +½K_ai, as before. The singles now have a spin meaning. HΦ contains the doubles with coefficients d_t, which leave a β electron in an open orbital. When K_ai is nonzero, these doubles alone do not have the spin of Φ. The singles complete them to a function of the correct spin.

*The energy again.* Write the correlated state as Ψ = e^TΦ, with T = T1 + T2 + … creating single, double and higher excitations. The coupled-cluster equations for H(λ) = H0 + λV are

⟨D|e^{−T} H(λ) e^T|Φ⟩ = 0,  E = ⟨Φ|e^{−T} H(λ) e^T|Φ⟩,

for every excited determinant D allowed in T. At λ = 0 they are solved by T = 0. On the branch that starts there, T = λT⁽¹⁾ + …, and the terms linear in λ are

⟨D|V + [H0, T⁽¹⁾]|Φ⟩ = 0.

In semicanonical orbitals,

[H0, A†I] = (ε_A − ε_I)A†I,

because H0 counts an added ε_A and a removed ε_I. The commutator with a double excitation operator likewise gives the sum of two such differences. The first-order amplitudes are therefore those of the first derivation. There are no first-order triples, since V does not couple Φ to them.

For the energy, e^{−T} on the left can be dropped, since T cannot produce Φ from another determinant. H0 cannot bring an excited determinant back to Φ. The remaining terms are

E = E0 + λE1 + λ[Σ f_IA t_I^A + ¼ Σ ⟨IJ||AB⟩ t_IJ^AB + ½ Σ ⟨IJ||AB⟩ t_I^A t_J^B].

The last term comes from ½T1². It gives a double excitation the coefficient t_I^A t_J^B − t_I^B t_J^A, and the two parts contribute equally to the antisymmetrized sum, turning ¼ into ½. With amplitudes of order λ, the first two terms in the bracket contribute at λ² and the third at λ³. Inserting the first-order amplitudes reproduces E2. Coupled cluster with singles and doubles thus contains the whole second-order energy, the singles part through the term f·t.

**What each derivation assumes**

Both use the same partition and need excitation energies of H0 that are not zero. If a gap ε_A − ε_I approaches zero while f_IA stays finite, the amplitude and energy grow without bound and the expansion is useless. Moving the occupied-virtual blocks into H0 would also change the counting: Φ would no longer be an eigenfunction of H0, and neither derivation would apply as written.

For the Fock elements, the first derivation needs the explicit exchange terms. The second needs a spin-free Hamiltonian and a Φ annihilated by S₊. Both use orbital stationarity, but for only half of the result. Without it, f^β_ai − f^α_ai = K_ai still holds, while the division into equal and opposite halves does not. The energy formula also survives for a non-stationary determinant, provided all its actual f_IA are included.

For the energy, the first derivation assumes that an eigenpair can be expanded in λ around an isolated state. It makes no exponential ansatz. The second assumes a solution branch of the coupled-cluster equations with T → 0, but T may be truncated after doubles, in which case e^TΦ need not be an eigenfunction of H.

A second case shows what the restriction to common orbitals costs. In unrestricted Hartree-Fock (UHF), α and β orbitals vary independently, so each slope 2f_AI vanishes separately. The first-order singles are then zero, E2 contains doubles alone, and singles can enter the wavefunction only from second order.

There is also a useful limit within ROHF. If the α and β gaps for one pair are nearly equal to Δ and semicanonical mixing is weak, the two spins together contribute

E_pair ≈ −2(K_ai/2)²/Δ = −K_ai²/(2Δ).

The singles energy is then quadratic in the open-shell exchange and vanishes with it.

**Spin of the first-order function**

HΦ has the same spin as Φ, but H0 contains different Fock matrices for α and β. Dividing the components of HΦ by spin-dependent gaps generally spoils their spin relation. Thus Ψ1 need not be a spin eigenfunction. Its effect on the expectation value of S² is nevertheless delayed: the term linear in λ is 2⟨Φ|S²|Ψ1⟩ = 2S(S+1)⟨Φ|Ψ1⟩ = 0.

**The triplet oxygen atom**

The example is the oxygen atom in the 6-31G basis with all electrons correlated. The closed orbitals are 1s, 2s and 2p_z; the open ones are 2p_x and 2p_y. There are four virtual orbitals. This single occupation of the p shell does not impose full rotational symmetry on the orbitals. Relativity is omitted and the basis is small, so the energies illustrate the theory and are not predictions of measured values. The ROHF energy is −2034.819 eV.

In K_ai each open orbital appears twice, so the exchange preserves parity under reflection of each axis. It can connect s with s and p_z with p_z, but not s with p_z. In this basis three elements are nonzero; larger bases give more (5 in cc-pVDZ, 19 in cc-pVQZ). The individual values depend on how 1s and 2s are mixed within the closed space. Here the closed orbitals diagonalize ½(f^α + f^β); other common choices move the 2s element between 1.859 and 1.865 eV, while E2 does not change. For 2s and the s-type virtual orbital,

K = 1.8611 eV,  f^α = −0.9306 eV,  f^β = +0.9306 eV,

which is the predicted division into halves. The overall sign depends on the orbital phases; the opposite signs for the two spins do not.

After the semicanonical rotation, the α element for this pair is −0.9295 eV and the gap is 69.604 eV. The amplitude and energy are

t = 0.9295/69.604 = 0.01335,
f·t = −0.9295 × 0.01335 eV = −0.0124 eV.

The β partner has a gap of 63.367 eV and contributes −0.0137 eV, so the pair gives −0.0261 eV. The limiting formula with the mean gap, 66.49 eV, gives −1.8611²/(2 × 66.49) eV = −0.0260 eV. With the 1s and 2p_z contributions included, the α singles sum to −0.01589 eV and the β singles to −0.01725 eV, so

E_singles = −0.01589 − 0.01725 = −0.03314 eV.

The αα, ββ and αβ doubles give −0.35333, −0.03918 and −0.99042 eV, together −1.38293 eV. Hence

E2 = −0.03314 − 1.38293 = −1.41607 eV = −0.05204 hartree.

The singles are 2.3 percent of E2. These energies are far from the basis limit: in cc-pVDZ, cc-pVTZ and cc-pVQZ the singles give −0.093, −0.117 and −0.122 eV, E2 is −2.95, −4.37 and −5.26 eV, and the share is 3.1, 2.7 and 2.3 percent. An independent test solved for the eigenvalue of H0 + λV that starts from Φ, in the space of all 10584 determinants and in ROHF rather than semicanonical orbitals. Half its second derivative at λ = 0 agrees with the formula to about 2 × 10⁻⁹ eV. The first-order singles were tested against the derivative of the eigenvector.

Full configuration interaction in the same basis lies 1.665 eV below ROHF, so E2 recovers 85 percent of that difference. UHF lies 0.056 eV below ROHF, more than the singles energy of 0.033 eV. The two need not agree. The singles sum divides by bare orbital-energy gaps, whereas orbital relaxation is governed by the full UHF orbital Hessian, which adds two-electron terms to those gaps. One Newton step from ROHF with that Hessian and the same f_IA gives 0.056 eV. The UHF lowering also grows with the basis, to 0.127, 0.166 and 0.176 eV in cc-pVDZ, cc-pVTZ and cc-pVQZ. In the UHF calculation the largest first-order single is 3 × 10⁻¹⁰, zero to numerical accuracy, and the largest second-order one is 0.0058.

The spin relations were tested by applying S² − 2, which annihilates a triplet. Acting on HΦ without its Φ component, it leaves a norm of order 10⁻¹³ eV. With the singles deleted, the norm is 4.57 eV. The singles are a small part of the energy here, but the coupling of Φ to the excited determinants does not have triplet spin without them. For Ψ1 the norm is 0.020, the contamination caused by the spin-dependent H0. The remaining values are in the numerical output.

Table of computed values

```
O atom, triplet, 6-31G; spatial orbitals: 9
closed, open, virtual orbitals: 3 2 4
determinants in full space: 10584
E(ROHF) = -2034.8194 eV = -74.778234 hartree
ROHF-orbital closed-virtual elements (eV): K, f_alpha, f_beta
 closed 1 (s) -> virtual 4 (s): 1.1015, -0.5507, 0.5507
 closed 2 (s) -> virtual 4 (s): 1.8611, -0.9306, 0.9306
 closed 3 (pz) -> virtual 1 (pz): -0.7408, 0.3704, -0.3704
semicanonical singles: f (eV), gap (eV), t, energy (eV)
 alpha 1 (s) -> 4 (s): -0.5526, 595.118, 0.000928, -0.000513
 alpha 2 (s) -> 4 (s): -0.9295, 69.604, 0.013354, -0.012412
 alpha 5 (pz) -> 3 (pz): 0.3704, 46.284, -0.008003, -0.002964
 beta 1 (s) -> 4 (s): 0.5490, 595.597, -0.000922, -0.000506
 beta 2 (s) -> 4 (s): 0.9316, 63.367, -0.014702, -0.013697
 beta 3 (pz) -> 3 (pz): -0.3704, 45.006, 0.008230, -0.003049
smallest alpha gap = 44.601 eV
smallest beta gap = 17.536 eV
singles energy alpha = -0.01589 eV
singles energy beta = -0.01725 eV
singles energy total = -0.03314 eV = -0.0012179 hartree
doubles energy alpha-alpha = -0.35333 eV
doubles energy beta-beta = -0.03918 eV
doubles energy alpha-beta = -0.99042 eV
doubles energy total = -1.38293 eV
E2 formula = -1.41607 eV = -0.0520396 hartree
E2 from eigenvalue derivative = -1.41607 eV
formula minus derivative = -1.9e-09 eV
singles share of E2 = 2.34 percent
E(ROHF)+E2 = -2036.2355 eV
E(UHF)-E(ROHF) = -0.05648 eV
UHF-based E2 = -1.37740 eV
E(UHF)+E2 = -2036.2533 eV
full CI minus ROHF, same basis = -1.66463 eV
UHF largest first-order single = 3.0e-10
UHF largest second-order single = 0.005755
norm (S^2-2) Q H Phi = 6.6e-14 eV
same with singles removed = 4.5720 eV
norm (S^2-2) Psi1 = 0.020310
```
